# Static enthalpy of hafnia polymorphs from the Murnaghan equation, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The enthalpy of one polymorph

A ferroelectric hafnia memory capacitor stores its bit in the direction of an electric polarization, and the polarization exists because the film has crystallized in a polar structure, the orthorhombic phase $Pca2_1$. Bulk hafnia at ordinary conditions is monoclinic, $P2_1/c$, and not polar. Other structures lie close in energy: an antipolar orthorhombic phase $Pbca$, a tetragonal phase $P4_2/nmc$ and a dense phase $Pnma$ of the cotunnite type. All four of these and the polar phase are compared below. Each of the others is denser than the monoclinic phase, so compression favours them over it. How much it favours them, and whether it can make the polar phase the most stable one, are questions about enthalpy.

The simplest estimate adds $PV_0$ to the energy of each phase, with $P$ the pressure and $V_0$ the volume at zero pressure. This treats the crystal as incompressible. A real crystal shrinks under load, and the phases shrink by different amounts. A closed formula that includes the shrinkage shows when the simple estimate is good enough.

### Setting and assumptions

Energies, enthalpies and volumes are counted per HfO$_2$ formula unit. Pressure is positive in compression. For one polymorph, $E_0$, $V_0$ and $B_0$ are the energy, volume and bulk modulus at $P=0$. The bulk modulus at any pressure is defined by

$$B=-V\frac{dP}{dV}.$$

It is positive for a crystal that resists compression. Four assumptions are made.

1. The crystal is static: the temperature is zero and the zero-point motion of the nuclei is left out.
2. The stress is hydrostatic, the same pressure on every face.
3. The bulk modulus is linear in pressure, $B=B_0+bP$, with a constant number $b>0$. This is Murnaghan's assumption.
4. The crystal keeps its structure over the pressure range considered. It need not be the most stable structure there.

At each volume $V$ the cell shape and the atomic positions are relaxed to the lowest energy that the structure allows. This defines a curve $E(V)$. The work done on the crystal in a small volume change is $-P\,dV$, and in a static crystal all of it goes into $E$, so

$$dE=-P\,dV .$$

When the surroundings hold the pressure fixed, the energy of the crystal together with that of the pressure device is $E+PV$, up to a constant. The structure with the smallest enthalpy $H=E+PV$ is therefore the stable one.

### Lemma 1 (volume under pressure)

*For $P>-B_0/b$,*

$$V(P)=V_0\,u^{-1/b},\qquad u=1+\frac{bP}{B_0}.$$

*Proof.* Equating the definition of $B$ with assumption 3 gives $-V\,dP/dV=B_0+bP$. Separate the variables:

$$\frac{dV}{V}=-\frac{dP}{B_0+bP}.$$

Integrate from the state $(0,V_0)$ to the state $(P,V)$. The denominator stays positive on the way because $P>-B_0/b$. The result is

$$\ln\frac{V}{V_0}=-\frac1b\ln\frac{B_0+bP}{B_0}=-\frac1b\ln u .$$

Taking the exponential proves the lemma. $\square$

### Lemma 2 (slope of the enthalpy)

*Along the relaxed curve of one polymorph, $dH/dP=V$.*

*Proof.* Differentiate $H=E+PV$ by the product rule and insert $dE=-P\,dV$:

$$dH=dE+P\,dV+V\,dP=-P\,dV+P\,dV+V\,dP=V\,dP.\qquad\square$$

### Theorem (static Murnaghan enthalpy)

*Under assumptions 1 to 4, for $P>-B_0/b$ and $b\neq1$,*

$$H(P)=E_0+\frac{B_0V_0}{b-1}\left[\left(1+\frac{bP}{B_0}\right)^{1-1/b}-1\right].$$

*If $B_0\to\infty$ while $P$, $V_0$, $E_0$ and $b$ are held fixed, then $H(P)\to E_0+PV_0$.*

*Proof of the closed form.* At $P=0$ the term $PV$ vanishes, so $H(0)=E_0$. Lemmas 1 and 2 give

$$H(P)=E_0+V_0\int_0^P\left(1+\frac{bP'}{B_0}\right)^{-1/b}dP'.$$

Substitute $w=1+bP'/B_0$. Then $dP'=(B_0/b)\,dw$, and the limits become $1$ and $u$:

$$H(P)-E_0=\frac{B_0V_0}{b}\int_1^u w^{-1/b}\,dw=\frac{B_0V_0}{b}\,\frac{u^{1-1/b}-1}{1-1/b}.$$

The power rule is allowed because $1/b\neq1$. Since $b(1-1/b)=b-1$, this is the stated formula.

*Proof of the limit.* First let $P\ge0$. Lemma 1 shows that $V$ falls as $P$ rises, so $V(P)\le V(P')\le V_0$ for $0\le P'\le P$. Integrating over $P'$ gives

$$P\,V(P)\le H(P)-E_0\le P\,V_0 .$$

As $B_0\to\infty$ at fixed $P$, $u\to1$ and $V(P)\to V_0$. Both bounds tend to $PV_0$, and so does the quantity between them. For $P<0$ the volumes obey $V_0\le V(P')\le V(P)$ for $P\le P'\le0$. The integral from $0$ to $P$ now runs towards lower pressure, which brings in a minus sign and reverses the inequalities once more. The bounds on $H(P)-E_0$ are therefore the same as before, and so is the limit. $\square$

**Remark 1 (a check by differentiation).** Since $du/dP=b/B_0$,

$$\frac{dH}{dP}=\frac{B_0V_0}{b-1}\left(1-\frac1b\right)u^{-1/b}\,\frac{b}{B_0}=V_0u^{-1/b}=V .$$

The prefactor $B_0V_0/(b-1)$ grows without limit as $B_0\to\infty$, while the bracket shrinks to zero. Their product stays finite. Setting the bracket to zero before multiplying would lose the pressure term.

**Remark 2 (the excluded values of $b$).** For $b=1$ the integral of $1/w$ is a logarithm, so

$$H=E_0+B_0V_0\ln\left(1+\frac{P}{B_0}\right).$$

The general formula joins on to this. With $\epsilon=1-1/b$ it reads $H-E_0=(B_0V_0/b)(u^\epsilon-1)/\epsilon$, and $(u^\epsilon-1)/\epsilon\to\ln u$ as $\epsilon\to0$. For $b=0$ the bulk modulus is constant. Then $dV/V=-dP/B_0$ gives $V=V_0e^{-P/B_0}$, and integration over pressure gives $H=E_0+B_0V_0(1-e^{-P/B_0})$.

**Remark 3 (the limit under tension).** At $P=-B_0/b$ the modulus $B_0+bP$ vanishes and the volume of Lemma 1 diverges. With $B_0=190$ GPa and $b=4$ this happens at $-47.5$ GPa. This is where the formula ends, not a prediction of strength. Assumption 4 fails if the crystal cracks or transforms first.

### Lemma 3 (the same result from the energy curve)

*The energy belonging to the theorem is*

$$E(V)=E_0+\frac{B_0V}{b}\left[\frac{(V_0/V)^b}{b-1}+1\right]-\frac{B_0V_0}{b-1},$$

*and $H(P)$ is the minimum of $E(V)+PV$ over $V$.*

*Proof.* Write $r=(V_0/V)^b$. Lemma 1 says $r=u$, hence

$$P=\frac{B_0}{b}(r-1).$$

Also $V_0u^{1-1/b}=u\,V_0u^{-1/b}=rV$. Insert both into $E=H-PV$:

$$E=E_0+\frac{B_0Vr}{b-1}-\frac{B_0V_0}{b-1}-\frac{B_0V}{b}(r-1).$$

The two terms in $r$ combine through

$$\frac1{b-1}-\frac1b=\frac{1}{b(b-1)},$$

which gives the stated $E(V)$.

For the minimum, note that $Vr=V_0^bV^{1-b}$, whose derivative is $(1-b)r$. Therefore

$$\frac{dE}{dV}=\frac{B_0}{b}\left[\frac{(1-b)r}{b-1}+1\right]=-\frac{B_0}{b}(r-1).$$

The condition $dE/dV+P=0$ thus returns the pressure law above, which has one solution $V$ for each allowed $P$. The second derivative follows from $dr/dV=-br/V$:

$$\frac{d^2E}{dV^2}=\frac{B_0r}{V}>0 .$$

The stationary point is a minimum, and the value there is $E+PV=H$. $\square$

This lemma matters in practice because an electronic-structure calculation usually supplies energies at a set of volumes. A fit of $E(V)$ to them yields $E_0$, $V_0$, $B_0$ and $b$, and the theorem then gives the enthalpy without a further minimization.

### Proposition 1 (size of the compressibility correction)

*Let $G=E_0+PV_0-H(P)$ be the amount by which the incompressible estimate is too high. For $P\ge0$,*

$$\frac{P^2V_0}{2B_0}\left[1-\frac{(1+b)P}{3B_0}\right]\le G\le\frac{P^2V_0}{2B_0}.$$

*Proof.* The definition of $B$ gives $V'=-V/B$, where a prime means $d/dP$. Differentiate again, using $B'=b$:

$$V''=-\frac{V'}{B}+\frac{bV}{B^2}=\frac{(1+b)V}{B^2}>0,$$

$$V'''=(1+b)\left[\frac{V'}{B^2}-\frac{2bV}{B^3}\right]=-\frac{(1+b)(1+2b)V}{B^3}<0 .$$

Taylor's theorem with remainder then places $V(P)$ above its expansion to first order and below its expansion to second order:

$$1-\frac{P}{B_0}\le\frac{V}{V_0}\le1-\frac{P}{B_0}+\frac{(1+b)P^2}{2B_0^2}.$$

Integrate from $0$ to $P$, multiply by $V_0$ and subtract from $PV_0$. The subtraction reverses the inequalities and gives the proposition. $\square$

The expansion behind the proposition is

$$H=E_0+PV_0-\frac{P^2V_0}{2B_0}+\frac{(1+b)P^3V_0}{6B_0^2}-\dots$$

The quadratic term has a simple origin. To lowest order the volume changes by $-PV_0/B_0$. The stored elastic energy is half the pressure times this shrinkage, $+P^2V_0/(2B_0)$. The term $PV$ falls by twice as much, $P^2V_0/B_0$. The net change is $-P^2V_0/(2B_0)$: a soft crystal gains by yielding.

### Example: one phase at 10 GPa

For the monoclinic phase take the round values $V_0=34.5$ Å$^3$, $B_0=190$ GPa and $b=4$. They are rough typical values, of the size that semilocal density-functional calculations give. The conversion needed is $1$ eV/Å$^3=160.218$ GPa. At $P=10$ GPa,

$$u=1+\frac{4\times10}{190}=1.210526,\qquad u^{3/4}=1.154066,$$

$$\frac{B_0V_0}{b-1}=\frac{190\times34.5}{3\times160.218}=13.6377\ \text{eV}.$$

The theorem gives

$$H-E_0=13.6377\times0.154066=2.1011\ \text{eV}.$$

The incompressible estimate is $PV_0=10\times34.5/160.218=2.1533$ eV, which is too high by $G=52.2$ meV. The upper bound of Proposition 1 is $56.7$ meV. The factor in its lower bound is $1-5\times10/(3\times190)=0.912$, which makes the lower bound $51.7$ meV. The result lies between them.

Relative to $PV_0$ the correction is only $2.4\%$. Yet $52$ meV is comparable with the smaller energy differences between hafnia polymorphs. Whether it matters depends on how much of it is common to the phases being compared.

## Part II. Competition between polymorphs

Part I described one polymorph by its energy $E_0$, volume $V_0$ and bulk modulus $B_0$ at zero pressure, and by the constant slope $b=dB/dP$, all per HfO$_2$ unit. With $u=1+bP/B_0$, its volume is $V=V_0u^{-1/b}$ and its static enthalpy is

$$H=E_0+\frac{B_0V_0}{b-1}\left(u^{1-1/b}-1\right)=E_0+PV_0-\frac{P^2V_0}{2B_0}+\dots,\qquad \frac{dH}{dP}=V .$$

At a given pressure the phase with the lowest $H$ is stable. Let the subscript $m$ denote the monoclinic phase and $x$ a competitor that is higher in energy and denser at zero pressure. Define

$$\Delta E=E_{0x}-E_{0m}>0,\quad D=V_{0m}-V_{0x}>0,\quad C=\frac{V_{0m}}{B_{0m}}-\frac{V_{0x}}{B_{0x}} .$$

### Proposition 2 (crossing pressure)

*For incompressible phases the enthalpies cross at $P_0=\Delta E/D$. To first order in the compressibilities the crossing is at*

$$P_t\simeq P_0+\frac{P_0^2C}{2D}.$$

*Proof.* Multiply both compressibilities $1/B_0$ by a common number $s$, with each $b$ held fixed. The value $s=0$ is the incompressible case and $s=1$ the actual one. Subtracting the two expansions gives

$$H_x-H_m=\Delta E-PD+\frac{s}{2}P^2C+O(s^2).$$

The sign of the last term is positive because each phase contributes $-P^2V_0/(2B_0)$ and $m$ is subtracted. At $s=0$ the difference vanishes at $P_0=\Delta E/D$. Its slope there is $-D\neq0$, so the root moves smoothly with $s$. Insert $P=P_0+sP_1$ and collect the terms linear in $s$:

$$-P_1D+\frac{P_0^2C}{2}=0 .$$

This gives $P_1=P_0^2C/(2D)$. Setting $s=1$ proves the statement. $\square$

If the monoclinic phase has the larger $V_0/B_0$, then $C>0$ and, to this order, the crossing moves up. When $C$ is small, the next term, which contains the two values of $b$, can outweigh it and move the crossing down. The phase that yields more loses part of its disadvantage in volume, so a higher pressure is needed to displace it.

**Remark 4 (effect of an error in the energy).** Let $g=V_m-V_x$ be the volume gap at the crossing. By Lemma 2 the slope of $H_x-H_m$ there is $-g$. If the energy of $x$ is raised by a small $\delta E$, the condition for the new crossing is $\delta E-g\,\delta P=0$, so

$$\delta P=\frac{\delta E}{g}.$$

A small volume gap makes a crossing pressure uncertain.

**Remark 5 (common tangent).** At the crossing $E_m+PV_m=E_x+PV_x$, hence $P=-(E_x-E_m)/(V_x-V_m)$. Since $P=-dE/dV$ on each curve as well, one straight line of slope $-P$ touches both energy curves.

This part has derived a closed formula for the static enthalpy of a compressible polymorph, a first-order estimate of the pressure at which two polymorphs cross, and the shift of that crossing caused by an energy error. It remains to apply these results to five hafnia phases and to see how far static enthalpy can guide expectations for real films.
